# When the Thermodynamic Grüneisen Parameter Is Independent of Temperature: a program that tests the result

```python
"""
Result under test: the thermodynamic Grueneisen parameter
    gamma = V (dP/dT)_V / C_V = (dS/dlnV)_T / (dS/dlnT)_V
is independent of T throughout a volume interval only if S = f(T/Theta(V)).
For quasi-harmonic mode groups gamma = sum(gamma_i C_i) / sum(C_i), so two
groups generally have different low- and high-temperature limits.

Symbols: T temperature (K); v = V/V0; Theta_i characteristic temperature (K);
gamma_i = -dln(Theta_i)/dlnV; C_i heat capacity (k_B per cell).
Energies are divided by k_B and so are in kelvin per cell.
A group is (shape, number of modes, Theta at v=1, gamma at v=1, q),
with gamma_i(v) = gamma_i(1) * v**q.
"""
import numpy as np
from scipy.constants import k as k_B, physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

nodes, weights = np.polynomial.legendre.leggauss(200)
nodes, weights = 0.5 * (nodes + 1), 0.5 * weights
SHAPES = {"debye": (nodes, 3 * nodes**2 * weights),
          "einstein": (np.array([1.0]), np.array([1.0]))}


def theta(group, v):
    _, _, theta0, g0, q = group
    exponent = g0 * np.log(v) if q == 0 else g0 * (v**q - 1) / q
    return theta0 * np.exp(-exponent)


def group_sum(group, T, v, mode_function):
    u, w = SHAPES[group[0]]
    return group[1] * np.sum(w * mode_function(theta(group, v) * u / T))


def mode_entropy(x):
    return x * np.exp(-x) / -np.expm1(-x) - np.log(-np.expm1(-x))


def mode_heat(x):
    return x**2 * np.exp(-x) / np.expm1(-x)**2


def mode_energy_over_T(x):
    return x * np.exp(-x) / -np.expm1(-x)


def thermal_free_energy(T, v, groups):
    return T * sum(group_sum(g, T, v, lambda x: np.log(-np.expm1(-x)))
                   for g in groups)


def free_energy(T, v, groups):
    static = 1.0e5 * (v - 1)**2
    zero_point = T * sum(group_sum(g, T, v, lambda x: x / 2) for g in groups)
    return static + zero_point + thermal_free_energy(T, v, groups)


def entropy(T, v, groups):
    return sum(group_sum(g, T, v, mode_entropy) for g in groups)


def heats(T, v, groups):
    return np.array([group_sum(g, T, v, mode_heat) for g in groups])


def gamma_modes(T, v, groups):
    c = heats(T, v, groups)
    g = np.array([grp[3] * v**grp[4] for grp in groups])
    return np.sum(g * c) / np.sum(c)


def gamma_from_free_energy(T, v, groups, h=1e-3):
    def F(a, b):
        return free_energy(T * (1 + a * h), v * (1 + b * h), groups)
    mixed = (F(1, 1) - F(1, -1) - F(-1, 1) + F(-1, -1)) / 4
    second = F(1, 0) - 2 * F(0, 0) + F(-1, 0)
    return mixed / second


def gamma_from_entropy(S, T, v, h=1e-3):
    up, down = np.exp(h), np.exp(-h)
    return (S(T, v * up) - S(T, v * down)) / (S(T * up, v) - S(T * down, v))


def gamma_S(T, v, groups):
    return gamma_from_entropy(lambda a, b: entropy(a, b, groups), T, v)


def isentrope_end(T, v_end, groups):
    target = entropy(T, 1.0, groups)
    return brentq(lambda t: entropy(t, v_end, groups) - target,
                  0.5 * T, 2 * T, xtol=1e-11)


# Main model: acoustic Debye group and optical Einstein group.
model = [("debye", 3, 200.0, -0.5, 0), ("einstein", 3, 600.0, 1.5, 0)]
cell_bohr3 = 250.0
cell_m3 = cell_bohr3 * physical_constants["Bohr radius"][0]**3
print(f"cell volume = {cell_bohr3:.0f} bohr^3")
for name, g in zip(("acoustic Debye", "optical Einstein"), model):
    print(f"{name}: modes {g[1]}, Theta {g[2]:.0f} K, gamma_i {g[3]:.1f}")

print("T/K, C_acoustic/k_B, C_optical/k_B, gamma, alpha*K_T in MPa/K")
for T in (20., 50., 100., 150., 200., 300., 600., 1000.):
    c = heats(T, 1.0, model)
    g = gamma_modes(T, 1.0, model)
    assert abs(gamma_from_free_energy(T, 1.0, model) - g) < 1e-4
    slope = g * c.sum() * k_B / cell_m3 / 1e6
    print(f"{T:5.0f} {c[0]:8.4f} {c[1]:8.4f} {g:8.4f} {slope:9.4f}")

# Limits and the approach to the high-temperature limit.
n = np.array([g[1] for g in model])
gi = np.array([g[3] for g in model])
th = np.array([g[2] for g in model])
g_high = np.sum(n * gi) / n.sum()
s = np.array([1 / 20, 1 / 12])
coefficient = np.sum(n * s * th**2 * (gi - g_high)) / n.sum()
assert abs(gamma_S(10.0, 1.0, model) - gi[0]) < 1e-5
assert abs(gamma_S(1e5, 1.0, model) - g_high) < 1e-5
measured = (g_high - gamma_S(3000.0, 1.0, model)) * 3000.0**2
assert abs(measured / coefficient - 1) < 0.01
print(f"gamma at 10 K from entropy = {gamma_S(10.0, 1.0, model):.5f}")
print(f"high-T limit = {g_high:.4f}")
print(f"high-T coefficient: formula {coefficient:.1f} K^2, "
      f"from entropy at 3000 K {measured:.1f} K^2")
debye_c = heats(4.0, 1.0, model)[0]
debye_law = 4 * np.pi**4 / 5 * 3 * (4.0 / 200.0)**3
assert abs(debye_c / debye_law - 1) < 1e-8
print(f"acoustic C at 4 K = {debye_c:.6e} k_B, T^3 law {debye_law:.6e} k_B")

# Sign change of expansion and the error of a constant gamma.
T_zero = brentq(lambda T: gamma_modes(T, 1.0, model), 30, 500)
assert gamma_from_free_energy(T_zero - 2, 1.0, model) < 0
assert gamma_from_free_energy(T_zero + 2, 1.0, model) > 0
print(f"expansion changes sign at T = {T_zero:.2f} K")
c50 = heats(50.0, 1.0, model).sum()
wrong = gamma_modes(300.0, 1.0, model) * c50 * k_B / cell_m3 / 1e6
right = gamma_modes(50.0, 1.0, model) * c50 * k_B / cell_m3 / 1e6
assert wrong > 0 > right
print(f"alpha*K_T at 50 K with gamma(300 K) = {wrong:.4f} MPa/K, "
      f"true {right:.4f} MPa/K")

# Thermal pressure divided by thermal energy is another average.
T, h = 300.0, 1e-4
pv = -(thermal_free_energy(T, np.exp(h), model)
       - thermal_free_energy(T, np.exp(-h), model)) / (2 * h)
dFdlnT = (thermal_free_energy(T * np.exp(h), 1.0, model)
          - thermal_free_energy(T * np.exp(-h), 1.0, model)) / (2 * h)
ratio_definition = pv / (thermal_free_energy(T, 1.0, model) - dFdlnT)
e = np.array([T * group_sum(g, T, 1.0, mode_energy_over_T) for g in model])
ratio_modes = np.sum(gi * e) / e.sum()
assert abs(ratio_definition - ratio_modes) < 1e-5
assert abs(ratio_modes - gamma_modes(T, 1.0, model)) > 0.05
print(f"thermal energies at 300 K: acoustic {e[0]:.2f}, "
      f"optical {e[1]:.2f} K*k_B per cell")
print(f"V*P_th/E_th at 300 K = {ratio_modes:.4f}, "
      f"gamma = {gamma_modes(T, 1.0, model):.4f}")

# Isentropes: equal-entropy root against integration of -gamma dlnV.
print("compression to v = 0.9 at constant entropy: T start, T end, ratio")
ratios = []
for T in (20.0, 150.0, 1000.0):
    end = isentrope_end(T, 0.9, model)
    path = solve_ivp(
        lambda lnv, y: [-gamma_modes(np.exp(y[0]), np.exp(lnv), model)],
        (0.0, np.log(0.9)), [np.log(T)], rtol=1e-9, atol=1e-11)
    assert abs(np.exp(path.y[0, -1]) / end - 1) < 1e-6
    ratios.append(end / T)
    print(f"{T:7.1f} K {end:10.3f} K {end / T:8.5f}")
assert ratios[0] < 1 < ratios[2]

# One scale Theta(V), with gamma depending on volume only.
single = [("debye", 3, 200.0, 1.2, 1), ("einstein", 3, 600.0, 1.2, 1)]
scale_ratio = theta(single[0], 0.9) / theta(single[0], 1.0)
print(f"one-scale model: Theta(0.9)/Theta(1) = {scale_ratio:.6f}")
for T in (20.0, 150.0, 1000.0):
    r = isentrope_end(T, 0.9, single) / T
    g1 = gamma_from_free_energy(T, 1.0, single)
    g2 = gamma_from_free_energy(T, 1.03, single)
    assert abs(r - scale_ratio) < 1e-8
    assert abs(g1 - 1.2) < 1e-4 and abs(g2 - 1.2 * 1.03) < 1e-4
    print(f"{T:7.1f} K: isentrope ratio {r:.6f}, gamma(v=1) {g1:.4f}, "
          f"gamma(v=1.03) {g2:.4f}")

# Two Debye groups: inverse-cube weights at low temperature.
pair = [("debye", 2, 200.0, 0.5, 0), ("debye", 1, 400.0, 2.0, 0)]
for name, g in zip(("transverse", "longitudinal"), pair):
    print(f"{name} Debye: modes {g[1]}, Theta {g[2]:.0f} K, gamma_i {g[3]:.1f}")
cube = np.array([g[1] / g[2]**3 for g in pair])
pair_low = np.sum(cube * np.array([g[3] for g in pair])) / cube.sum()
pair_high = sum(g[1] * g[3] for g in pair) / sum(g[1] for g in pair)
assert abs(gamma_S(4.0, 1.0, pair) - pair_low) < 1e-5
assert abs(gamma_S(1e5, 1.0, pair) - pair_high) < 1e-5
print(f"low-T weights: {cube[0] / cube.sum():.4f}, {cube[1] / cube.sum():.4f}")
print(f"two Debye groups: low-T limit {pair_low:.4f}, "
      f"high-T limit {pair_high:.4f}")

# Equal Theta at one volume only.
crossing = [("debye", 2, 200.0, 0.5, 0), ("debye", 1, 200.0, 2.0, 0)]
cross = {(T, v): gamma_S(T, v, crossing)
         for T in (4.0, 1000.0) for v in (1.0, 0.9)}
assert abs(cross[4.0, 1.0] - cross[1000.0, 1.0]) < 1e-4
assert abs(cross[4.0, 0.9] - cross[1000.0, 0.9]) > 0.05
print("both Debye groups at 200 K when v = 1: gamma at 4 K and 1000 K")
for v in (1.0, 0.9):
    print(f"v = {v:.1f}: {cross[4.0, v]:.4f}, {cross[1000.0, v]:.4f}")

# Modes exchange places while the density of states only scales.
labels = np.arange(400) / 400


def exchanged_modes(v):
    phase = 2 * np.pi * (labels + 0.1 * np.log(v))
    return 300.0 * v**-1.5 * (1 + 0.4 * np.cos(phase))


def exchanged_entropy(T, v):
    return np.mean(mode_entropy(exchanged_modes(v) / T))


individual = -(np.log(exchanged_modes(np.exp(1e-4)))
               - np.log(exchanged_modes(np.exp(-1e-4)))) / 2e-4
assert np.ptp(individual) > 0.3
print(f"exchanging modes: gamma_i from {individual.min():.4f} "
      f"to {individual.max():.4f}")
for T in (30.0, 100.0, 500.0):
    g = gamma_from_entropy(exchanged_entropy, T, 1.0)
    assert abs(g - 1.5) < 1e-4
    print(f"exchanging modes: gamma at {T:.0f} K = {g:.5f}")

print("checks complete")
```

Running it gives:

```
cell volume = 250 bohr^3
acoustic Debye: modes 3, Theta 200 K, gamma_i -0.5
optical Einstein: modes 3, Theta 600 K, gamma_i 1.5
T/K, C_acoustic/k_B, C_optical/k_B, gamma, alpha*K_T in MPa/K
   20   0.2275   0.0000  -0.5000   -0.0424
   50   1.5092   0.0027  -0.4965   -0.2797
  100   2.4762   0.2690  -0.3040   -0.3110
  150   2.7494   0.9123  -0.0017   -0.0023
  200   2.8552   1.4888   0.1855    0.3002
  300   2.9344   2.1722   0.3507    0.6675
  600   2.9834   2.7620   0.4615    0.9881
 1000   2.9940   2.9116   0.4860    1.0697
gamma at 10 K from entropy = -0.50000
high-T limit = 0.5000
high-T coefficient: formula 14000.0 K^2, from entropy at 3000 K 13995.1 K^2
acoustic C at 4 K = 1.870255e-03 k_B, T^3 law 1.870255e-03 k_B
expansion changes sign at T = 150.35 K
alpha*K_T at 50 K with gamma(300 K) = 0.1976 MPa/K, true -0.2797 MPa/K
thermal energies at 300 K: acoustic 694.90, optical 281.73 K*k_B per cell
V*P_th/E_th at 300 K = 0.0769, gamma = 0.3507
compression to v = 0.9 at constant entropy: T start, T end, ratio
   20.0 K     18.974 K  0.94868
  150.0 K    148.898 K  0.99266
 1000.0 K   1052.343 K  1.05234
one-scale model: Theta(0.9)/Theta(1) = 1.127497
   20.0 K: isentrope ratio 1.127497, gamma(v=1) 1.2000, gamma(v=1.03) 1.2360
  150.0 K: isentrope ratio 1.127497, gamma(v=1) 1.2000, gamma(v=1.03) 1.2360
 1000.0 K: isentrope ratio 1.127497, gamma(v=1) 1.2000, gamma(v=1.03) 1.2360
transverse Debye: modes 2, Theta 200 K, gamma_i 0.5
longitudinal Debye: modes 1, Theta 400 K, gamma_i 2.0
low-T weights: 0.9412, 0.0588
two Debye groups: low-T limit 0.5882, high-T limit 1.0000
both Debye groups at 200 K when v = 1: gamma at 4 K and 1000 K
v = 1.0: 1.0000, 1.0000
v = 0.9: 0.8560, 0.9997
exchanging modes: gamma_i from 1.2258 to 1.7742
exchanging modes: gamma at 30 K = 1.50001
exchanging modes: gamma at 100 K = 1.50000
exchanging modes: gamma at 500 K = 1.50000
checks complete
```
